\section*{Localization-Length Exponent in 2+ε Dimensions from the One-Loop Scaling Function}

\section{The form fixed by dimensions}

In $d=2+\epsilon$ dimensions a conductivity has the dimension of $e^2/\hbar$ times length to the power $2-d=-\epsilon$. A block of edge $L$ therefore has the dimensionless conductance
\begin{equation}
g(L)=\frac{\hbar}{e^2}\,\sigma(L)\,L^{\epsilon}. \label{g}
\end{equation}
Assume one-parameter scaling: the change of $g$ under a change of $L$ depends on $g$ alone. Then
\begin{equation}
\beta(g)\equiv\frac{d\ln g}{d\ln L} \label{beta}
\end{equation}
contains no length. In a good metal $\sigma$ does not depend on $L$, so (\ref{g}) gives $\beta\to\epsilon$ as $g\to\infty$. If the first quantum correction is of relative order $1/g$ and reduces the conductance, then
\begin{equation}
\beta(g)=\epsilon-\frac{c}{g},\qquad c>0. \label{oneloop}
\end{equation}
This function vanishes at $g^*=c/\epsilon$, where its slope in $\ln g$ is $c/g^*=\epsilon$. The constant $c$ cancels from the slope, and the slope determines the exponent. It remains to derive (\ref{oneloop}), to turn the slope into a localization length, and to see what the neglected terms do.

The electrons are non-interacting and move in a static random potential with time-reversal and spin-rotation symmetry, the orthogonal class. Both spins are counted in $g$. The algebra uses atomic units, $\hbar=e=m=1$, where $m$ is the carrier mass.

\section{Origin of the one-loop term}

Let the potential be white noise, $\langle V(\mathbf r)V(\mathbf r')\rangle=u\,\delta(\mathbf r-\mathbf r')$, and let $N_0$ be the density of states per spin at the Fermi level. The scattering rate is $1/\tau=2\pi N_0u$, and the averaged Green functions are
\begin{equation}
G^{R,A}(\mathbf k)=\frac{1}{-\xi_k\pm i/2\tau}, \label{G}
\end{equation}
with $\xi_k$ the energy from the Fermi level. Disorder is weak, $k_F\ell\gg1$ with $\ell=v\tau$, so energy integrals may run over the whole axis. The Kubo formula then gives the classical conductivity
\begin{equation}
\sigma_0=\frac{2}{2\pi}\int\!\frac{d^dk}{(2\pi)^d}\,v_x^2\,G^RG^A
=\frac{N_0v^2}{\pi d}\int\frac{d\xi}{\xi^2+1/4\tau^2}=2N_0D, \label{drude}
\end{equation}
because the integral is $2\pi\tau$ and $D=v^2\tau/d$. The leading factor 2 is spin.

The leading size-dependent correction comes from interference between a closed path and its time reverse. In diagrams these are the maximally crossed terms, which become a ladder for two particles of total momentum $\mathbf q$. One rung of the ladder contains
\begin{equation}
\Pi(\mathbf q)=\int\!\frac{d^dk}{(2\pi)^d}\,G^R(\mathbf k)G^A(\mathbf q-\mathbf k). \label{Pi}
\end{equation}
Time reversal gives $\xi_{\mathbf q-\mathbf k}=\xi_{\mathbf k-\mathbf q}\simeq\xi_k-\mathbf v\cdot\mathbf q$. Closing the energy contour around the pole at $\xi=i/2\tau$ and averaging over directions,
\begin{align}
\Pi(\mathbf q)&=N_0\left\langle\frac{2\pi i}{i/\tau-\mathbf v\cdot\mathbf q}\right\rangle
=2\pi N_0\tau\left\langle\frac{1}{1+i\tau\,\mathbf v\cdot\mathbf q}\right\rangle \nonumber\\
&\simeq2\pi N_0\tau\,(1-D\tau q^2). \label{Pi2}
\end{align}
The linear term averages to zero, and $\langle(\mathbf v\cdot\mathbf q)^2\rangle=v^2q^2/d$. Since $2\pi N_0\tau u=1$, the sum of the ladder is
\begin{equation}
C(q)=\frac{u}{1-u\Pi(q)}\simeq\frac{u}{D\tau q^2}=\frac{1}{2\pi N_0\tau^2Dq^2}. \label{C}
\end{equation}
It diverges at small $q$ because a path and its reverse keep equal phases however long they are. A magnetic field spoils this equality.

The two current vertices carry momenta $\mathbf k$ and $\mathbf q-\mathbf k\simeq-\mathbf k$, so their velocities are opposite. This is the source of the minus sign:
\begin{align}
\int\!\frac{d^dk}{(2\pi)^d}\,v_x(\mathbf k)v_x(-\mathbf k)|G|^4
&=-\frac{N_0v^2}{d}\int\frac{d\xi}{(\xi^2+1/4\tau^2)^2} \nonumber\\
&=-\frac{N_0v^2}{d}\,4\pi\tau^3=-4\pi N_0D\tau^2. \label{vertex}
\end{align}
Multiplying (\ref{vertex}) by (\ref{C}) and by the Kubo prefactor $2/2\pi$,
\begin{equation}
\delta\sigma=-\frac1\pi\int\!\frac{d^dq}{(2\pi)^d}\,\frac{4\pi N_0D\tau^2}{2\pi N_0\tau^2Dq^2}
=-\frac2\pi\int\!\frac{d^dq}{(2\pi)^d}\,\frac1{q^2}. \label{wl}
\end{equation}
Density of states, diffusion constant and scattering time have all cancelled, as one-parameter scaling requires. Direct integration of (\ref{Pi}) and (\ref{vertex}) for a parabolic band in three dimensions, with $k_F\ell=100$ and $q\ell=0.10$, gives the prefactor 0.6404, against $2/\pi=0.6366$.

The diffusion form holds for $q\ll1/\ell$ and is cut off at $1/\ell$, where in three dimensions it is already about a third below the full kernel, and a block of edge $L$ has no modes below about $1/L$. With $S_d=2\pi^{d/2}/\Gamma(d/2)$ the area of the unit sphere,
\begin{equation}
\sigma(L)=\sigma_0-c_d\int_{1/L}^{1/\ell}\!q^{d-3}dq
=\sigma_0-\frac{c_d}{\epsilon}\left(\ell^{-\epsilon}-L^{-\epsilon}\right),\quad
c_d=\frac2\pi\frac{S_d}{(2\pi)^d}. \label{sigL}
\end{equation}
In three dimensions the crossed diagrams also receive a contribution from $1/\ell<q<2k_F$, of relative order $1/k_F\ell$. At weak disorder it exceeds the term kept, 0.5\% of $\sigma_0$ against 0.01\% at $k_F\ell=100$, but it does not depend on $L$: it shifts $\sigma_0$ and drops out of the flow. Now differentiate $g=\sigma L^\epsilon$. The derivative of $L^\epsilon$ gives $\epsilon g$, and $d\sigma/d\ln L=-c_dL^{-\epsilon}$, so
\begin{equation}
\frac{dg}{d\ln L}=\epsilon g-c_d. \label{flow}
\end{equation}
Division by $g$ gives (\ref{oneloop}) with $c=c_d$. In two dimensions $S_2=2\pi$ and $c=1/\pi^2=0.101$ in units of $e^2/\hbar$, or 0.637 in units of $e^2/h$. In three dimensions $S_3=4\pi$ and $c=1/\pi^3=0.0323$ in units of $e^2/\hbar$. Only the two-dimensional value is independent of how the block is defined. A lower cutoff $\lambda/L$ multiplies $c_d$ by $\lambda^\epsilon$; summing over the modes of a periodic cube gives about 0.14, and for a cube with two leads and four hard walls surface terms make $c$ drift with $\ln L$. The value $1/\pi^3$ belongs to the sharp cutoff at $1/L$.

\subsection{A comparison without diagrams}

Equation (\ref{wl}) can be compared with a wire of many channels, solved by composing random scatterers. Let $s$ be the wire length in units of the mean free path, so that the classical conductance per channel is $1/(1+s)$. The parts of the wire on the two sides of a point $x$ reflect with probabilities $R_1=x/(1+x)$ and $R_2=(s-x)/(1+s-x)$. The number of round trips through $x$ is
\begin{equation}
\frac{R_1R_2}{1-R_1R_2}=\frac{x(s-x)}{1+s}, \label{loops}
\end{equation}
which for long wires becomes the diffusion kernel that replaces $\int d^dq\,q^{-2}/(2\pi)^d$. The result (\ref{wire}) below is not limited to long wires: it coincides with the term of order $N^0$ in the channel number $N$ of the weak-scatterer (DMPK) wire at finite $s$. A local change of conductivity enters the series conductance with weight $1/(1+s)^2$, and $(2/\pi)e^2/\hbar=2\,(2e^2/h)$. Hence
\begin{equation}
\delta G=-\frac{2}{(1+s)^3}\int_0^s x(s-x)\,dx=-\frac{s^3}{3(1+s)^3}\quad\text{in units of }\frac{2e^2}{h}. \label{wire}
\end{equation}
For $s=4$ this is $-0.171$. With 10 channels, 36 scatterers and 3000 samples, the mean conductance is 1.984 when time reversal is broken, close to the classical $10/5=2$, and 1.843 when it is kept. The shift is $-0.141\pm0.008$. It has the predicted sign and is 17\% smaller in size than (\ref{wire}), a gap of nearly four standard errors. Sampling alone is thus an unlikely cause. The $1/N$ term of the weak-scatterer wire moves the expected shift at $N=10$ to $-0.151$, which closes two thirds of the gap and leaves about one standard error. The finite strength of each scatterer is not separated here. The comparison supports the prefactor to about ten per cent.

\section{The unstable fixed point}

Put $w=\ln(g/g^*)$ with $g^*=c/\epsilon$. Then $c/g=\epsilon e^{-w}$ and
\begin{equation}
\frac{dw}{d\ln L}=\epsilon\left(1-e^{-w}\right)\simeq\epsilon w . \label{lin}
\end{equation}
For $\epsilon>0$ a small deviation grows as $L^\epsilon$, whichever its sign: the fixed point is unstable. The conductance of a block above $g^*$ grows as the block is enlarged, and that of a block below it falls. The point $g=g^*$ separates metal from insulator.

Equation (\ref{flow}) is linear in $g$, so it can be solved without linearizing. Since $d(g-g^*)/d\ln L=\epsilon(g-g^*)$,
\begin{equation}
g(L)=g^*+(g_0-g^*)\left(\frac{L}{L_0}\right)^{\epsilon},\qquad g_0=g(L_0). \label{sol}
\end{equation}
For $\epsilon=0.5$ and $\ln(L/L_0)=6$ the growth factor is $e^3=20.1$. Starts at $0.99\,g^*$ and $1.01\,g^*$ should end at $0.799\,g^*$ and $1.201\,g^*$, and numerical integration of the flow gives these values.

\section{The localization length}

\subsection{Insulating side}

Let $g_0<g^*$, and let $L_x$ be the size at which $g$ has fallen to a fixed value $g_x<g_0$. Setting $g(L_x)=g_x$ in (\ref{sol}),
\begin{equation}
L_x=L_0\left(\frac{g^*-g_x}{g^*-g_0}\right)^{1/\epsilon}. \label{Lx}
\end{equation}
The one-loop function cannot be followed down to strong localization, where $c/g$ is not small, and it need not be. By one-parameter scaling, every sample that reaches $g_x$ continues along the same curve, $g(L)=\Phi(L/L_x)$. If $\Phi$ decays exponentially at large argument, its decay length $\xi$ is $L_x$ times a number that does not depend on $g_0$. Therefore
\begin{equation}
\xi\propto(g^*-g_0)^{-\nu},\qquad \nu=\frac1\epsilon . \label{nu}
\end{equation}
The choice $g_x=g^*/2$ is safe for small $\epsilon$, since there $c/g_x=2\epsilon\ll1$.

The conductance $g_0$ of a block of fixed finite size $L_0$ is taken to vary smoothly with energy or disorder. If it crosses $g^*$ with non-zero slope at the mobility edge $E_c$, then $g^*-g_0\propto E_c-E$ and $\xi\propto(E_c-E)^{-1/\epsilon}$.

At $\epsilon=0.1$ the fixed point is at $g^*=0.1013/0.1=1.013$, in units of $e^2/\hbar$ and with $c$ taken at $d=2$. The exponent read from the integrated flow is 10.0. At $\epsilon=0.2$ and $0.5$ it is 5.0 and 2.0.

\subsection{Metallic side and two dimensions}

For $g_0>g^*$ the second term of (\ref{sol}) dominates at large $L$, and
\begin{equation}
\sigma(\infty)=\lim_{L\to\infty}g(L)L^{-\epsilon}=(g_0-g^*)L_0^{-\epsilon}. \label{metal}
\end{equation}
The conductivity vanishes linearly at the transition. Its exponent is $\nu\epsilon=1$ at this order.

As $\epsilon\to0$ the fixed point moves to infinite conductance. Writing (\ref{Lx}) as $L_0[(1-\epsilon g_x/c)/(1-\epsilon g_0/c)]^{1/\epsilon}$ and taking the limit,
\begin{equation}
L_x\to L_0\exp\left(\frac{g_0-g_x}{c}\right). \label{2d}
\end{equation}
The power law has become an exponential. In two dimensions every starting value of this flow is driven towards localization, but for large $g_0$ the length needed is enormous.

\section{What higher terms change}

Suppose the next non-zero term of the scaling function is $-a/g^n$, with $n\ge2$ and $a$ finite as $\epsilon\to0$. With $x=1/g^*$, the fixed point satisfies $\epsilon=cx+ax^n$. The slope there is
\begin{equation}
\kappa=\left.\frac{d\beta}{d\ln g}\right|_{g^*}=cx+nax^n=\epsilon+(n-1)ax^n. \label{kappa}
\end{equation}
Deviations now grow as $L^\kappa$, so $\nu=1/\kappa$. Inserting $x\simeq\epsilon/c$ and expanding,
\begin{equation}
\nu\simeq\frac1\epsilon-\frac{(n-1)\,a\,\epsilon^{n-2}}{c^n}. \label{corr}
\end{equation}
The correction stays finite for $n=2$ and vanishes with $\epsilon$ for $n>2$, while $1/\epsilon$ diverges. This is the sense in which $\nu=1/\epsilon$ is the leading result.

Two trial terms with $c=1$ and $a=0.3$ test (\ref{corr}); they are not the true coefficients of the orthogonal class. For $n=2$ and $\epsilon=0.05$ the predicted shift of $\nu$ is $-0.300$, and the integrated flow gives $-0.287$. For $n=4$ and $\epsilon=0.2$ the prediction is $-3(0.3)(0.04)=-0.036$, and the flow gives $-0.0354$.

At $\epsilon=1$ the expansion parameter $c/g^*=\epsilon$ is no longer small. The value $\nu=1$ for three dimensions is an extrapolation without error control; numerical studies of the three-dimensional orthogonal class give roughly 1.6.

\section{A mobility edge in an amorphous oxide film}

Consider a degenerate film, thicker than the lengths found below, with effective mass 0.35 of the free mass and mean free path $\ell=1.0$ nm. These are rough values in the regime of amorphous indium-gallium-zinc oxide. The mean free path is held fixed as the Fermi energy $E_F$, measured from the band edge, is varied.

In three dimensions $N_0=k/2\pi^2$ and $D=k\ell/3$, so (\ref{drude}) gives $\sigma_0=k^2\ell/3\pi^2$. The correction (\ref{sigL}) vanishes at $L=\ell$, so the flow starts there with
\begin{equation}
g_0=\frac{(k\ell)^2}{3\pi^2}. \label{g0}
\end{equation}
Equating this to $g^*=1/\pi^3$ gives $k\ell=\sqrt{3/\pi}=0.977$. The mobility edge lies where the mean free path is comparable with the inverse wave number, which is also where the weak-disorder derivation loses its justification. For this film $E_c=0.104$ eV. The density is $k^3/3\pi^2=3.15\times10^{19}$ cm$^{-3}$ and the Drude mobility is 15.5 cm$^2$/Vs.

\textit{Below the edge.} By (\ref{g0}), $g_0$ is proportional to $E_F$. At $E_F=0.090$ eV, $g_0=0.0279$ and $1-g_0/g^*=0.134$. Equation (\ref{Lx}) with $g_x=g^*/2$ gives
\begin{equation}
L_x=1.0\ \text{nm}\times\frac{0.5}{0.134}=3.7\ \text{nm}.
\end{equation}
With the same prefactor and the exponent 1.6 it would be 8.2 nm. The prefactor is a convention: a lower cutoff $\pi/L$ in (\ref{sigL}) leaves $E_c$ unchanged and gives 11.7 nm in place of 3.7 nm.

\textit{Above the edge.} At $E_F=0.120$ eV, $g_0-g^*=0.03723-0.03225=0.00498$. By (\ref{metal}) the zero-temperature conductivity is 12.1 S/cm. The density is $3.91\times10^{19}$ cm$^{-3}$, so the mobility is 1.9 cm$^2$/Vs, against a Drude value of 14.5.

\textit{Temperature.} At 300 K, $k_BT=0.0259$ eV exceeds the distance of either Fermi level from the edge, 0.014 and 0.016 eV. Since $\sigma(E)=A(E-E_c)$ above the edge and zero below, integrating by parts with the Fermi function $f$ gives
\begin{equation}
\langle\sigma\rangle=\int\!dE\,(-f')\,\sigma(E)=A\!\int_{E_c}^{\infty}\!f\,dE
=Ak_BT\ln\!\left[1+e^{(E_F-E_c)/k_BT}\right]. \label{thermal}
\end{equation}
With the chemical potential held at $E_F$, the two conductivities become 9.0 and 20.5 S/cm, and the sharp transition is reduced to a factor of 2.3. The film is only moderately degenerate, $E_F/k_BT=3.5$ and 4.6. At fixed density the chemical potential falls to 0.083 and 0.115 eV, which gives 7.2 and 18.2 S/cm, a factor of 2.5.

\textit{Dephasing.} If phase memory lasts a time $\hbar/k_BT$, it extends over $L_\varphi=\sqrt{D\hbar/k_BT}=1.66$ nm at 300 K and 14.3 nm at 4 K, with the classical $D$ at $E_c$. At 300 K the flow stops before $L_x$ is reached. Dividing (\ref{sol}) by $L_\varphi$ for $\epsilon=1$, $L_0=\ell$,
\begin{equation}
\sigma(L_\varphi)=\frac{g_0-g^*}{\ell}+\frac{g^*}{L_\varphi}. \label{deph}
\end{equation}
In the metallic case, in units of $e^2/\hbar$ per nm, this is $0.0050+0.0323/1.66=0.0245$. That is 4.9 times the zero-temperature value, and the mobility rises from 1.9 to about 9.5 cm$^2$/Vs. Thermal smearing is left out of this estimate. Averaging (\ref{deph}) over $-f'$ at fixed $L_\varphi$, with the chemical potential at $E_F$ and the negative values below 0.041 eV set to zero, gives 40 and 60 S/cm for the two films, a contrast of only 1.5; without smearing the values are 37 and 60 S/cm.

\textit{The real material.} Room-temperature mobilities of such oxides are roughly 10 cm$^2$/Vs, so the Drude and dephased values are of the right order. This does not test the model, because $\ell$ is an input: the Drude mobility at the edge scales as $\ell^2$, from 3.9 cm$^2$/Vs at 0.5 nm to 62 at 2 nm. The density at the edge is that of a heavily doped film. A transistor channel reaches it only in strong accumulation, at sheet densities between $5\times10^{12}$ and $10^{13}$ cm$^{-2}$, and then in a layer about 3 nm deep, comparable with or below $L_x$, where the three-dimensional flow does not apply. Lasting phase memory is the assumption broken most plainly at room temperature: dephasing raises the metallic conductivity fivefold over the zero-temperature value, and about threefold over the thermally smeared one. The bare Coulomb energy at the mean carrier spacing of 3.2 nm, for relative permittivity 10, is 0.045 eV, about three times the distance from the edge. Thomas--Fermi screening, with length 1.1 nm, would cut it to 0.003 eV, but $r_s=1.3$ and the exchange energy at the Fermi level is also about 0.045 eV, so the neglect of interactions is not controlled either. Finally, $E_c$ depends on the cutoff: replacing $1/\ell$ by $2/\ell$ in (\ref{sigL}) doubles the subtracted term and moves the edge from 0.104 to 0.208 eV. Keeping the cutoff at $1/\ell$ but using the full angular average in (\ref{Pi2}) moves it to 0.124 eV, or to 0.112 eV if the single-rung term is dropped; summing the crossed terms from two rungs up over all $q$, with the $q$-dependent vertex and no cutoff, gives 0.142 eV, so even the side of the edge on which $E_F=0.120$ eV lies is not fixed. The upper cutoff changes the position of the edge and the lower one the scale of $g^*$ and $L_x$; neither changes the one-loop exponent.

\section*{Table of computed values}
\begin{verbatim}
Cooperon: k_F*ell = 100, q*ell = 0.10
Cooperon prefactor A, numerical = 0.6404; 2/pi = 0.6366
D/(v^2 tau) from pair bubble = 0.3319
wire: channels 10, slices 36, samples 3000, s = 4.00
wire mean conductance, time reversal kept   = 1.843 (2e^2/h)
wire mean conductance, time reversal broken = 1.984 (2e^2/h)
wire shift = -0.141 +- 0.008 (2e^2/h)
wire shift from Cooperon formula = -0.171 (2e^2/h)
c in d=2 = 0.10132 (e^2/hbar) = 0.6366 (e^2/h)
c in d=3 = 0.03225 (e^2/hbar)
eps = 0.1: g* with c of d=2 = 1.0132 (e^2/hbar), nu from flow = 10.0000
eps = 0.2: g* with c of d=2 = 0.5066 (e^2/hbar), nu from flow = 5.0000
eps = 0.5: g* with c of d=2 = 0.2026 (e^2/hbar), nu from flow = 2.0000
flow from 0.99 g*, 1.01 g* (eps 0.5, ln L/L0 = 6): 0.799, 1.201 g*
extra term 0.3/g^2, c=1, eps=0.05: nu - 1/eps = -0.2872
extra term 0.3/g^4, c=1, eps=0.2: nu - 1/eps = -0.0354
film: mass ratio = 0.35, mean free path = 1.0 nm
mobility edge above band edge E_c = 0.1040 eV
k*ell at the mobility edge = 0.977
carrier density at E_F = E_c = 3.15e+19 cm^-3
Drude mobility at E_c = 15.5 cm^2/Vs
insulating case E_F = 0.090 eV, g0 = 0.02792 (e^2/hbar)
insulating case 1 - g0/g* = 0.1342
length where g = g*/2, one loop = 3.73 nm
same length with rough exponent 1.6 = 8.20 nm
metallic case E_F = 0.120 eV, g0 = 0.03723 (e^2/hbar)
metallic case density = 3.91e+19 cm^-3
metallic case conductivity at T = 0 = 12.12 S/cm
metallic case mobility at T = 0 = 1.94 cm^2/Vs
metallic case Drude mobility = 14.5 cm^2/Vs
thermal energy at 300 K = 0.0259 eV
E_c - E_F insulating = 0.0140 eV; E_F - E_c metallic = 0.0160 eV
thermally averaged conductivity, insulating case = 8.97 S/cm
thermally averaged conductivity, metallic case = 20.52 S/cm
dephasing length for time hbar/kT: 300 K 1.66 nm, 4 K 14.3 nm
Coulomb energy at mean spacing, permittivity 10 = 0.0455 eV
mobility edge if the upper cutoff is 2/ell = 0.2079 eV
\end{verbatim}
